# Infrared isotope patterns of isolated and paired nitrogen in silicon

## Problem

A silicon crystal contains equal numbers of $^{14}$N and $^{15}$N atoms. Some nitrogen atoms are isolated. Others form pairs whose two sites are exchanged by inversion through the pair's centre. Partners have been chosen at random, and each isotope mass enters through the vibrations alone.

(a) Show that each infrared-active stretch of isolated nitrogen gives two lines, while each such stretch of a pair gives three main lines whose numbers of centres are in the ratio $1:2:1$.

(b) Find the positions and absorbed areas of the lines of the pair, and state when the three-line pattern fails.

Treat each stretch separately in the harmonic approximation, with the silicon atoms at rest. Let $u_1$ and $u_2$ be the displacements of the two nitrogen atoms along parallel axes, and let the dipole be $q(u_1+u_2)$. Take bright stretches at 770 and 960 cm$^{-1}$ for $^{14}$N pairs. Each has a dark partner, in which the atoms move oppositely, at 670 and 1060 cm$^{-1}$ respectively. The masses are $m_{14}=14.003$ u and $m_{15}=15.000$ u, and the line width is 4 cm$^{-1}$.

## First estimate: counting and scaling

If a fraction $p$ of the nitrogen is $^{15}$N, a randomly chosen atom is $^{14}$N with probability $1-p$. Two independent choices give

$$P_{14,14}=(1-p)^2,\qquad P_{\rm mixed}=2p(1-p),\qquad P_{15,15}=p^2 .$$

The factor 2 counts the two placements of the isotopes, which inversion makes equivalent. For $p=1/2$ the fractions are $1/4,1/2,1/4$, or $1:2:1$. Isolated atoms divide as $1:1$.

An isolated atom on a spring $k$ has $\omega^2=k/m$, so each stretch has one frequency per isotope: two lines. For a small mass change,

$$\frac{\delta\omega}{\omega}\approx-\frac{\delta m}{2m}=-\frac{0.997}{2(14.003)}=-0.0356 .$$

In the bright stretch of a pair both atoms move together, so the moving mass is $m_1+m_2$. Replacing one atom adds half as much mass as replacing both, and should give half the shift. For the 770 cm$^{-1}$ stretch the full shift is $0.0356\times770=27.4$ cm$^{-1}$, and the estimated lines are at 770, 756.3 and 742.6 cm$^{-1}$. For the other stretch they are at 960, 942.9 and 925.8 cm$^{-1}$.

This estimate assumes that the atoms still move together when their masses differ. The exact solution tests that assumption.

## Exact solution of the model

**Equations of motion.** Inversion exchanges the sites and reverses displacements: $u_1\to-u_2$, $u_2\to-u_1$. The general quadratic potential unchanged by this operation is

$$V=\tfrac12k(u_1^2+u_2^2)+c\,u_1u_2 .$$

Define $s=u_1+u_2$, $t=u_1-u_2$, $k_u=k+c$ and $k_g=k-c$. Substituting $u_1=(s+t)/2$ and $u_2=(s-t)/2$ in the forces gives

$$ku_1+cu_2=\tfrac12(k_us+k_gt),\qquad ku_2+cu_1=\tfrac12(k_us-k_gt).$$

With a uniform field $E$ along the displacements, Newton's equations are therefore

$$m_1\ddot u_1=-\tfrac12(k_us+k_gt)+qE,\qquad
m_2\ddot u_2=-\tfrac12(k_us-k_gt)+qE .$$

Divide by the masses, then add and subtract. With

$$a=\frac12\left(\frac1{m_1}+\frac1{m_2}\right),\qquad d=\frac12\left(\frac1{m_1}-\frac1{m_2}\right),$$

the result is

$$\ddot s=-ak_us-dk_gt+2aqE,\qquad \ddot t=-dk_us-ak_gt+2dqE .$$

For equal masses $d=0$, and the motions separate. The motion $s$ is bright, with $\omega^2=k_u/m$. The motion $t$ has no dipole and is dark, with $\omega^2=k_g/m$. Thus 14-14 and 15-15 pairs each give one line per bright stretch.

**The mixed pair.** Set $E=0$ and let $s,t$ vary as $e^{-i\omega t'}$, where $t'$ is time. With $L=\omega^2$, a nonzero solution requires

$$(L-ak_u)(L-ak_g)=d^2k_uk_g. \tag{1}$$

Call the root that tends to $ak_u$ as $d\to0$ the bright root $L_u$, and the other $L_g$. Their sum is $a(k_u+k_g)$ and their product is $(a^2-d^2)k_uk_g$.

Write $L_u=ak_u+\varepsilon$. Equation (1) becomes $\varepsilon[a(k_u-k_g)+\varepsilon]=d^2k_uk_g$. If $\varepsilon$ is small compared with $a|k_u-k_g|$,

$$\varepsilon\approx\frac{d^2k_uk_g}{a(k_u-k_g)}. \tag{2}$$

The leading term $ak_u$ is the mean of $k_u/m_{14}$ and $k_u/m_{15}$, so the mixed line starts midway in $\omega^2$. The correction pushes it away from its dark partner: up if the partner lies below, down if it lies above.

**Strengths.** Restore the field at frequency $\omega$. The equations become

$$(ak_u-L)s+dk_gt=2aqE,\qquad dk_us+(ak_g-L)t=2dqE .$$

Eliminating $t$ gives the dipole per field,

$$\frac{qs}{E}=q^2\frac{2(a^2-d^2)k_g-2aL}{(L_u-L)(L_g-L)}
=q^2\left[\frac{S_u}{L_u-L}+\frac{S_g}{L_g-L}\right].$$

Multiplying by $L_u-L$ and letting $L\to L_u$ gives the first strength. The product of the roots replaces $(a^2-d^2)k_g$ by $L_uL_g/k_u$:

$$S_u=\frac{2[aL_u-(a^2-d^2)k_g]}{L_u-L_g}
=\frac{2L_u(a-L_g/k_u)}{L_u-L_g}. \tag{3}$$

Comparing the terms in $1/L$ at large $L$ gives $S_u+S_g=2a$.

Strength measures absorbed area. With weak damping $\Gamma$, the absorbed power near a line at $\omega_0$ is proportional to

$$\omega\,{\rm Im}\frac{S}{\omega_0^2-\omega^2-i\omega\Gamma}
\approx S\,\frac{\Gamma/4}{(\omega-\omega_0)^2+\Gamma^2/4},$$

where $\omega_0^2-\omega^2\approx2\omega_0(\omega_0-\omega)$ was used. Its integral is $\pi S/2$, independent of position and width.

For small $d$, put $L_g=ak_g-\varepsilon$ in the corresponding residue:

$$S_g=\frac{2[(a^2-d^2)k_g-aL_g]}{L_u-L_g}
\approx\frac{2(a\varepsilon-d^2k_g)}{a(k_u-k_g)} .$$

Equation (2) gives $a\varepsilon-d^2k_g=d^2k_g^2/(k_u-k_g)$, so the partner's share of the mixed pair's strength is

$$\frac{S_g}{2a}\approx\left(\frac da\right)^2\left(\frac{k_g}{k_u-k_g}\right)^2. \tag{4}$$

The mixed pair therefore has a strong line and a faint one. With one line from each pure pair, this makes three main lines, in number ratio $1:2:1$.

## Numbers and comparison

For the lower stretch, $k_u=489.2$ N/m, $k_g=370.4$ N/m and $|d|/a=0.03438$. Hence $k_g/(k_u-k_g)=370.4/118.8=3.12$. From (2), the relative change of $\omega$ is half that of $\omega^2$:

$$\frac{\varepsilon}{2ak_u}=\tfrac12(0.03438)^2(3.12)=0.0018 .$$

This raises the unmixed value of 757.1 cm$^{-1}$ by 1.4 cm$^{-1}$, to 758.5 cm$^{-1}$, in agreement with the exact root. All positions below are in cm$^{-1}$.

| Pair | Estimate | Exact | Estimate | Exact |
|---|---:|---:|---:|---:|
| 14-14 | 770.0 | 770.0 | 960.0 | 960.0 |
| 14-15 | 756.3 | 758.5 | 942.9 | 940.9 |
| 15-15 | 742.6 | 744.0 | 925.8 | 927.5 |

The scaling estimate is within about 2 cm$^{-1}$ throughout. For the 15-15 lines its error comes from linearizing $m^{-1/2}$. For the mixed lines there is also the push from the dark partner, upward in the first case and downward in the second.

The areas of the three lines are the pair fractions times the strengths, with $S=2/m$ for pure pairs. Relative to the 14-14 line they are $1:1.91:0.93$ for the lower stretch and $1:1.87:0.93$ for the upper. They follow $1:2:1$ within 7 % of each expected value. Heavier atoms respond less, and the faint line takes 1.1 % or 3.4 % of the mixed pair's strength.

With the stated width, the summed spectrum has three peaks per stretch for pairs and two for isolated atoms, counting peaks above one tenth of the highest.

## When the pattern fails

**Uncoupled atoms.** If $c=0$, then $k_u=k_g=k$, and (1) gives $L=k(a\pm d)$, which are $k/m_{14}$ and $k/m_{15}$. Each atom absorbs at its own frequency, and the pair shows two lines, as isolated nitrogen does; their positions also agree if the site spring is the same. Three lines therefore require coupling as well as pairing.

**A close dark partner.** Equation (4) needs $|d|k_g/(a|k_u-k_g|)\ll1$. For nearby frequencies, $|k_u-k_g|/k_g\approx2|\Delta\omega|/\omega$, while $|d|/a$ is approximately the full isotope shift divided by $\omega$. The bright-dark separation must therefore greatly exceed half the full isotope shift. With the partner of the 770 cm$^{-1}$ stretch moved to 750 cm$^{-1}$, it takes 18 % of the mixed pair's strength and four peaks appear.

**Inequivalent sites.** If the two site springs of the lower stretch are changed by $+5$ % and $-5$ %, the two isotope placements absorb at 765.5 and 756.8 cm$^{-1}$. The middle line splits.

**Unequal doping or non-random pairing.** For $p=0.45$ the pair fractions are $0.3025:0.4950:0.2025$, or $1:1.64:0.67$. If nitrogen enters as equal numbers of $^{14}$N$_2$ and $^{15}$N$_2$ molecules that never exchange atoms, there are no mixed pairs and the ratio is $1:0:1$.

## Relation to real silicon

The bright frequencies are the rough sizes of the two lines of the nitrogen pair in silicon. The dark frequencies and the width are round model choices, so the side to which each middle line is displaced is not a prediction for the real defect.

Holding silicon at rest overstates the isotope shifts, because moving silicon takes part of the kinetic energy. When silicon moves, let $f_i$ be atom $i$'s share of the mode's kinetic energy. To first order the mode shape may be held fixed, and $\omega^2$ varies inversely with the kinetic-energy sum $\sum_i m_iA_i^2$, where $A_i$ are the amplitudes. Thus $\delta\omega/\omega=-\tfrac12\sum_i f_i\,\delta m_i/m_i$. Inversion gives both nitrogen atoms equal shares, so the mixed line remains midway to first order.

A planar six-atom cluster with round spring constants sizes the effect. Its two strongest infrared modes above 650 cm$^{-1}$ lie at 815 and 928 cm$^{-1}$, and each nitrogen atom carries 0.30 and 0.38 of the kinetic energy. The full isotope shifts are 16 and 24 cm$^{-1}$, against 28 and 31 cm$^{-1}$ for the same frequencies with silicon fixed. At the real mass step the mixed lines lie 1.7 cm$^{-1}$ above and 2.2 cm$^{-1}$ below the midpoints, about a fifth of half the full shift. The smallest spacing is 6.4 cm$^{-1}$, still above the chosen width, and each mode shows three peaks. This depends on the springs: the cluster includes a direct N–N spring of 60 N/m, and without it the smallest spacing falls to 5.2 cm$^{-1}$ and the upper mode shows four peaks. Doubling a small change of nitrogen mass, from 0.125 to 0.25 u, multiplies the mixed line's distance from the midpoint by 3.92 in the lower mode and 3.95 in the upper, close to the factor 4 of a second-order error. The cluster omits bond bending, out-of-plane motion and the rest of the crystal.

In the same cluster, one bridging $^{30}$Si atom in place of $^{28}$Si lowers the two modes by 5.2 and 1.5 cm$^{-1}$, so natural silicon can add satellites or broadening. At 300 K the Boltzmann factor of the 770 cm$^{-1}$ stretch is $x=0.025$. The step from level $n$ to $n+1$ has strength proportional to $n+1$, so the excited levels of this stretch carry $1-(1-x)^2=4.9$ % of its net absorption. Softer lattice modes are far more populated, and their effect on line position and width lies outside this harmonic model. The numerical output below gives the remaining values.

## Numbers as computed

```
masses 14N, 15N: 14.003, 15.000 u; line width 4.0 cm^-1
15N fraction 0.50: pair fractions by formula 0.2500, 0.5000, 0.2500
  by shuffling: 0.2500, 0.5001, 0.2500
15N fraction 0.45: pair fractions by formula 0.3025, 0.4950, 0.2025
  by shuffling: 0.3018, 0.4964, 0.2018
STRETCH: bright 770, dark partner 670 cm^-1
  ku, kg: 489.2, 370.4 N/m; d/a = 0.03438
  lines 14-14, 14-15, 15-15: 770.0, 758.5, 744.0 cm^-1
  midpoint of outer lines: 757.0 cm^-1
  14-15 line without mixing: 757.1 cm^-1
  14-15 line, small-d estimate: 758.5 cm^-1
  areas, 14-14 line = 1: 1, 1.912, 0.934
  faint partner line of 14-15: 657.2 cm^-1
  its share of 14-15 strength: 1.09 % (estimate 1.15 %)
  peaks: pair 3, isolated 2, uncoupled pair 2
STRETCH: bright 960, dark partner 1060 cm^-1
  ku, kg: 760.4, 927.0 N/m; d/a = 0.03438
  lines 14-14, 14-15, 15-15: 960.0, 940.9, 927.5 cm^-1
  midpoint of outer lines: 943.8 cm^-1
  14-15 line without mixing: 943.9 cm^-1
  14-15 line, small-d estimate: 940.8 cm^-1
  areas, 14-14 line = 1: 1, 1.868, 0.934
  faint partner line of 14-15: 1045.0 cm^-1
  its share of 14-15 strength: 3.37 % (estimate 3.66 %)
  peaks: pair 3, isolated 2, uncoupled pair 2
CONDITIONS, bright stretch 770 cm^-1
  dark partner at 750 cm^-1: its share 18.3 %, peaks 4
  site springs +5 % and -5 %: 14-15 and 15-14 lines at 765.5, 756.8 cm^-1
CLUSTER springs: Si-N 300, Si tether 150, N-N 60 N/m
  half angle Si-N-Si 50 deg, outer bond tilt 10 deg
  lower lines 14-14, 14-15, 15-15: 815.0, 808.6, 798.7 cm^-1
    full isotope shift 16.4, with Si fixed 27.6 cm^-1
    kinetic share of each N: 0.300
    shift by one bridging 30Si: -5.2 cm^-1
    midpoint error ratio, mass step doubled: 3.92
  upper lines 14-14, 14-15, 15-15: 927.9, 914.0, 904.4 cm^-1
    full isotope shift 23.6, with Si fixed 31.4 cm^-1
    kinetic share of each N: 0.378
    shift by one bridging 30Si: -1.5 cm^-1
    midpoint error ratio, mass step doubled: 3.95
OTHER: Boltzmann factor, 770 cm^-1 at 300 K: 0.025
  relative change of n(14-15)^2/[n(14-14) n(15-15)] from 4,
  equilibrium at 900 K: -2.5e-07
```
